# Wegscheider's condition and false circulating flux in boron-interstitial cluster models

A model of boron clustering in silicon at 850 °C has come to rest: none of its concentrations changes any more. Yet $1.6\times10^{16}$ clusters per cm³ and second still run round a closed set of reactions. In 60 s this amounts to about 1.4 passages per cluster, with no light, current or supply of defects to drive them. The cause is a disagreement of 0.2 eV among four binding energies, chosen here to illustrate what separate fits can produce.

## The model

Let B be substitutional boron, I a free silicon interstitial and BI their mobile pair. Clusters grow by capturing I or BI:

- R1: B + I ⇌ BI
- R2: BI + B ⇌ B2I
- R3: B2I + I ⇌ B2I2
- R4: B2I2 + BI ⇌ B3I3
- R5: B2I + BI ⇌ B3I2
- R6: B3I2 + I ⇌ B3I3

The layer is uniform, isothermal and closed, so total boron and total interstitials are conserved. Rates follow mass action. Reaction $i$ has positive constants $k_i^f$ (capture) and $k_i^r$ (dissociation), the ratio $K_i=k_i^f/k_i^r$, and the net rate $v_i$, positive for capture.

B3I3 can be reached from B2I by R3 and R4, or by R5 and R6. Going out by the first route and back by the second changes nothing, so the reactions form a loop. Its number is

$$W=\frac{K_3K_4}{K_5K_6},$$

which is dimensionless because each $K_i$ is a volume. Wegscheider's condition is $W=1$.

## First contribution: stoichiometry permits a loop flux

At rest the five bound species obey

$$\begin{aligned}
\text{B2I2:}\quad & v_3-v_4=0, & \text{B3I3:}\quad & v_4+v_6=0,\\
\text{B3I2:}\quad & v_5-v_6=0, & \text{B2I:}\quad & v_2-v_3-v_5=0,\\
\text{BI:}\quad & v_1-v_2-v_4-v_5=0.
\end{aligned}$$

Call $v_4=J$. The first three balances give $v_3=J$ and $v_5=v_6=-J$. The fourth gives $v_2=J-J=0$, and the fifth $v_1=0+J-J=0$. The balances of B and I then hold as well. Constant concentrations therefore allow one number $J$ to remain free, while R1 and R2, which lie on no loop, carry no net flux.

## Second contribution: the constants decide whether it flows

For each link of the loop, let $f_i$ be the one-way flux along the direction B2I → B2I2 → B3I3 → B3I2 → B2I, and $r_i$ the flux against it. For R5 and R6, "along" means dissociation. The product of the four ratios is

$$\frac{k_3^f[\mathrm{B2I}][\mathrm I]}{k_3^r[\mathrm{B2I2}]}\cdot
\frac{k_4^f[\mathrm{B2I2}][\mathrm{BI}]}{k_4^r[\mathrm{B3I3}]}\cdot
\frac{k_6^r[\mathrm{B3I3}]}{k_6^f[\mathrm{B3I2}][\mathrm I]}\cdot
\frac{k_5^r[\mathrm{B3I2}]}{k_5^f[\mathrm{B2I}][\mathrm{BI}]}=W .$$

Every concentration cancels, so

$$\sum_{\rm loop}\ln\frac{f_i}{r_i}=\ln W,\qquad f_i-r_i=J .$$

All four logarithms have the sign of $J$, because $f_i>r_i$ when $J>0$ and $f_i<r_i$ when $J<0$. Their sum has that sign too. Hence $J$ has the sign of $\ln W$, and it vanishes if and only if $W=1$.

The logarithms require positive concentrations, and the statement would be empty without a steady state. Both points can be settled.

*Existence.* The conserved totals bound every concentration, and a species at zero concentration cannot be consumed. The allowed compositions thus form a compact convex set that the motion never leaves. By Brouwer's theorem the motion over any chosen time has a fixed composition; letting that time shrink to zero gives a steady state.

*Positivity.* Suppose B were zero at rest. Its sources BI and B2I must then vanish. Since B2I is zero, its sources B2I2 and B3I2 vanish; since BI is zero, so does B3I3. No boron would be left. Suppose instead that I were zero. Its sources BI, B2I2 and B3I3 vanish, and then so do B2I and B3I2, which release BI. No interstitials would be left. With both totals positive, B and I are therefore present; they produce BI, and the remaining clusters follow by capture.

For $W\ne1$ the model thus has no equilibrium at all. It has a steady state that looks like one if only concentrations are watched, and the circulation in it is unavoidable.

## Why nature closes the loop

Take dilute species on $N$ lattice sites per volume. Let $G_s$ be the total binding free energy of species $s$, positive for a bound cluster and zero for separate B and I. Measured from the separate constituents, the chemical potential is $\mu_s=kT\ln(c_s/N)-G_s$. Equilibrium of $a+b\rightleftharpoons p$ requires $\mu_a+\mu_b=\mu_p$, so

$$K=\frac{c_p}{c_ac_b}=\frac1N e^{E/kT},\qquad E=G_p-G_a-G_b .$$

Around the loop the factors $1/N$ cancel, and

$$\begin{aligned}
E_3+E_4-E_5-E_6={}&(G_{\rm B2I2}-G_{\rm B2I})+(G_{\rm B3I3}-G_{\rm B2I2}-G_{\rm BI})\\
&-(G_{\rm B3I2}-G_{\rm B2I}-G_{\rm BI})-(G_{\rm B3I3}-G_{\rm B3I2})=0 .
\end{aligned}$$

Each cluster has one free energy, whichever route made it. Four independently fitted constants need not respect this. Their closure error $\varepsilon=E_3+E_4-E_5-E_6$ gives $\ln W=\varepsilon/kT$.

The model's apparent rate of free-energy loss is $kT\sum v_i\ln(v_i^+/v_i^-)$, where $v_i^+$ and $v_i^-$ are the capture and dissociation fluxes. At rest this equals $kT\,J\ln W>0$. A closed system of fixed composition has a fixed free energy and cannot pay such a bill.

## Weighing the four links

The example has $10^{19}$ cm⁻³ boron, $10^{18}$ cm⁻³ excess interstitials and $N=5\times10^{22}$ cm⁻³. The forward constants are $k^f=4\pi aD$ with $a=0.5$ nm, $D_{\rm I}=5\times10^{-7}$ and $D_{\rm BI}=10^{-7}$ cm²/s. The energies for R1 to R6 are 0.8, 2.0, 2.2, 2.3, 2.2 and 2.1 eV. They are round values standing in for separate fits, and are called the fitted set below. Then

$$\varepsilon=2.2+2.3-2.2-2.1=0.2\ \text{eV},\qquad \ln W=\frac{0.2}{0.0968}=2.07,\qquad W=7.9 .$$

Define the logarithmic mean $L_i=(f_i-r_i)/\ln(f_i/r_i)$. Then $\ln(f_i/r_i)=J/L_i$, and summing over the loop gives

$$J=\frac{\ln W}{\sum_i 1/L_i}.$$

This is a series circuit: $\ln W$ is the driving voltage and $1/L_i$ the resistance of a link. The voltage drops follow from the one-way fluxes, here in $10^{16}$ cm⁻³ s⁻¹:

- R3: $\ln(33.31/31.73)=0.05$, or 2 %
- R4: $\ln(1.9757/0.3966)=1.61$, or 78 %
- R5: $\ln(5.994/4.415)=0.31$, or 15 %
- R6: $\ln(15.66/14.08)=0.11$, or 5 %

Before rounding they add up to 2.07, and each difference of fluxes is $J=1.58\times10^{16}$ cm⁻³ s⁻¹. Capture of BI by B2I2 is the main resistance because its one-way fluxes are the smallest.

Bounds follow from $\ln x\le x-1$. With $x=f_i/r_i$ it gives $\ln(f_i/r_i)\le J/r_i$; with $x=r_i/f_i$ it gives $\ln(f_i/r_i)\ge J/f_i$. Summing, for $J>0$,

$$\frac{\ln W}{\sum1/r_i}\le J\le\frac{\ln W}{\sum1/f_i},$$

here $0.72$ to $2.7\times10^{16}$ cm⁻³ s⁻¹.

**Small mismatch.** As $W\to1$, $f_i$ and $r_i$ approach a common equilibrium value $r_i^{\rm eq}$, and to leading order $J\approx\ln W/\sum(1/r_i^{\rm eq})$. For a mismatch of 0.2 meV this predicts $2.854\times10^{13}$, against $2.853\times10^{13}$ cm⁻³ s⁻¹ from the full rate equations.

**Large mismatch.** Scaled up a thousandfold to 0.2 eV, the linear law would give $2.9\times10^{16}$, which is 1.8 times the true flux. With the opposite error of −0.2 eV the flux is $-3.2\times10^{16}$ cm⁻³ s⁻¹. The two signs need not be mirror images: both errors change only the dissociation constant of R4, while its capture constant is held. A positive $J=f_4-r_4$ can never exceed the capture flux $f_4$, however small $r_4$ becomes. A negative $J$ is capped as well, but by the larger capture flux of R5, about $6\times10^{16}$ cm⁻³ s⁻¹. If the same errors are put into the capture constant of R4 instead, the asymmetry reverses, to $+4.8$ and $-1.4\times10^{16}$ cm⁻³ s⁻¹: $W$ fixes the sign of $J$, while its size depends on which constant carries the error.

## What the error does to the results

Compare the fitted set with a closed one in which $E_4$ is 2.1 eV and everything else is unchanged. Active boron, meaning free substitutional boron, is 85.22 % of the total in the fitted set and 85.29 % in the closed set. The cluster populations differ far more: relative to the closed set, B2I2 is 14 % lower, B3I2 22 % higher and B3I3 29 % higher. These shifts depend on which energy is moved to close the loop: closing it through $E_3$, $E_5$ or $E_6$ instead gives other signs and sizes (B2I2 in the fitted set is then 22 % to 324 % higher), while active boron in those closed sets stays between 83.8 % and 86.2 %. In this example, agreement with a measured active dose to a percent or two would not reveal the fault.

A sharper symptom appears when R4 is made ten times faster in both directions, with $K_4$ held. In the fitted set B2I2 falls by 37 % and B3I3 rises by 44 %. In the closed set nothing moves beyond rounding.

The closed result can be proved. At $W=1$ every net rate vanishes. If two such states $c$ and $c'$ share the same $K_i$, then $\ln(c_s/c'_s)=n_s\beta+m_s\iota$, where $n_s$ and $m_s$ count the boron atoms and interstitials in species $s$, and $\beta$ and $\iota$ are the values for free B and I. Therefore

$$\sum_s(c_s-c'_s)\ln\frac{c_s}{c'_s}=\beta\,\Delta B_{\rm tot}+\iota\,\Delta I_{\rm tot}=0$$

for equal totals. No term on the left is negative, so $c=c'$: the constants $K_i$ and the totals fix the composition, and capture speeds do not enter. For $W\neq1$ I have no such proof of uniqueness, but three different starting compositions led to the same state.

A net flux through a link is not wrong in itself. In the closed set, starting from free B and I, the net rate of R4 after 1 s is $1.2\times10^{16}$ cm⁻³ s⁻¹. It belongs to the approach to equilibrium, is paid for by falling free energy, and dies out with a time constant of about 1.3 s. Persistence in a closed system is the fault.

## Two remedies that fail, and one that works

**Tuning a prefactor.** With $K_i=A_ie^{E_i/kT}$ and constant $A_i$ and $E_i$,

$$\ln W=\ln\frac{A_3A_4}{A_5A_6}+\frac{\varepsilon}{kT}.$$

Choosing the $A_i$ to cancel the second term at $T_0$ leaves $\ln W=(\varepsilon/k)(1/T-1/T_0)$. If the loop is closed at 850 °C in this way, $W$ is 1.22 at 750 °C and 0.84 at 950 °C, and the flux changes sign between them. Closure over a range of temperature needs $\varepsilon=0$ and $A_3A_4=A_5A_6$ separately.

**Fixing free I at a surface.** This removes the balance of I, but the five balances used above remain, and so does the loop flux. With I held at half its former value, the new steady state has $J=2.8\times10^{15}$ cm⁻³ s⁻¹. The cluster population is not held fixed in this comparison.

**Fitting cluster energies.** Take the $G_s$ as parameters and compute $k_i^r=k_i^fN e^{-E_i/kT}$; the loop then closes identically. Existing fits with independent uncertainties $\sigma_i$ can be repaired by the smallest weighted change. Let $s_i=+1$ for R3 and R4, and $-1$ for R5 and R6. Minimise $\sum\delta_i^2/2\sigma_i^2$ subject to $\varepsilon+\sum s_i\delta_i=0$. With a multiplier $\lambda$, stationarity gives $\delta_i=-\lambda s_i\sigma_i^2$. The constraint then gives $\lambda=\varepsilon/\sum\sigma_j^2$, so

$$\delta_i=-s_i\,\varepsilon\,\frac{\sigma_i^2}{\sum_j\sigma_j^2}.$$

For assumed uncertainties of 0.05, 0.20, 0.10 and 0.10 eV the sum of squares is 0.0625 eV². The least certain energy, $E_4$, moves by $-0.2\times0.04/0.0625=-0.128$ eV to 2.172 eV. The others become 2.192, 2.232 and 2.132 eV, and the closure error is zero. This secures consistency; it does not make the energies correct.

## Beside a real anneal

The parameters are rough round values meant to resemble boron-implanted silicon annealed for seconds to minutes; they are not calibrated to measured boron diffusion. The diffusivities are especially uncertain. Multiplying all forward and reverse constants by a common factor multiplies $J$ by it and leaves the composition alone. A real layer also breaks the assumption of closure: for a layer 50 nm wide with an absorbing surface 50 nm away, interstitials would be lost on a time scale of about 14 s (7 to 26 s for widths of 25 to 100 nm, about 4 s for a 50 nm layer reaching the surface). The closed model settles in about 1.5 s, so the loop flux would appear before this loss, but the cluster population divided by $J$ is 41 s. The steady state is thus a consistency test, not a forecast of the layer. Self-interstitial clusters and {311} defects, which also store interstitials after implantation, are left out. The effect of two other omissions can be estimated. Holes number about 3 times the intrinsic density. If I, BI and the clusters are neutral, one hole is taken up in each of R1 and R2, and this multiplies $J$ by about 0.2 (0.18 to 0.29 for $n_i$ from 2.4 to $3.4\times10^{18}$ cm⁻³). The charge of BI matters more: with the hole factors placed in the dissociation constants, BI⁺ gives about 0.7 and BI⁻ about 0.08. Adding a B3I cluster, bound to a further interstitial by a rough 2.2 eV, multiplies $J$ by 0.67; the factor is 0.95 at 2.4 eV, 0.11 at 2.0 eV and 0.001 at 1.8 eV. Hole degeneracy would change the hole factor in R1 and R2 by less than 2 %. The size of $J$ is therefore uncertain by an order of magnitude or more, but neither hole uptake nor the added cluster alters $W$ or removes the flux.

## Calculated quantities

```
temperature 850 C, kT = 0.09679 eV
total boron 1.0e+19, interstitials 1.0e+18 cm^-3
site density 5.0e+22 cm^-3, capture radius 0.5 nm
diffusivity of I 5.0e-07, of BI 1.0e-07 cm^2/s
capture constant by I 3.142e-13, by BI 6.283e-14 cm^3/s
fitted binding energies R1..R6 (eV): [0.8 2.  2.2 2.3 2.2 2.1]
closed-set energy of R4 = 2.10 eV
loop vector R1..R6: [ 0  0  1  1 -1 -1]
closure error 0.200 eV, ln W = 2.0664, W = 7.897
steady concentrations (cm^-3): fitted set, closed set
  B     8.5220e+18  8.5290e+18
  I     3.1556e+12  3.3248e+12
  BI    2.0912e+12  2.2052e+12
  B2I   3.3599e+17  3.5460e+17
  B2I2  1.5037e+17  1.7552e+17
  B3I2  1.4202e+17  1.1642e+17
  B3I3  2.6407e+16  2.0507e+16
fitted set, one-way fluxes along/against loop (cm^-3 s^-1)
  R3  3.3309e+17  3.1730e+17
  R4  1.9757e+16  3.9660e+15
  R5  5.9939e+16  4.4148e+16
  R6  1.5659e+17  1.4080e+17
circulating flux J = 1.5791e+16 cm^-3 s^-1
J from logarithmic-mean law = 1.5791e+16 cm^-3 s^-1
bounds on J: 7.2494e+15 to 2.6946e+16 cm^-3 s^-1
clusters/J = 41.47 s; B2I2/J = 9.52 s
passages per cluster in 60 s = 1.45
apparent dissipation = 5.060e-01 mW/cm^3
active boron: fitted 85.220 %, closed 85.290 %
closed set: largest net/gross flux at rest = 2.8e-15
closed set: net R4 flux at 1 s = 1.216e+16 cm^-3 s^-1
mismatch 0.2 meV: J = 2.8530e+13, linear law 2.8543e+13 cm^-3 s^-1
opposite mismatch: J = -3.2283e+16 cm^-3 s^-1
R4 ten times faster: B2I2 shifts -36.69 %, B3I3 44.34 %
same, closed set: largest shift 7.1e-13 %
tuned at 850 C, used at 750 C: W = 1.2238, J = 2.76e+14 cm^-3 s^-1
tuned at 850 C, used at 950 C: W = 0.8446, J = -1.34e+16 cm^-3 s^-1
I held at 1.578e+12 cm^-3: J = 2.759e+15 cm^-3 s^-1
assumed uncertainties R3..R6 (eV): [0.05 0.2  0.1  0.1 ]
repaired energies R3..R6 (eV): [2.192 2.172 2.232 2.132]
rough band mass 1.1 m_e, gap 0.83 eV, n_i = 2.88e+18 cm^-3
holes/n_i = 3.26; kT ln(holes/n_i) = 0.115 eV
hole factors in R1, R2: J changes by factor 0.223
degeneracy: holes/(2^1.5 N_v) = 1.59 %
B3I added (2.2 eV): B3I = 2.36e+17 cm^-3, J factor 0.671
surface at 50 nm: interstitial loss time 14.0 s
```
